# Does a single cyclopentadienyl proton resonance prove η⁵ coordination?: a program that tests the result

```python
"""
Result under test: rapid metal migration around an eta-1 C5H5 ring merges
three proton environments (a:b:c = 1:2:2) into one NMR line at their mean.
Thus one line alone does not prove eta-5 coordination.

Ring positions relative to the metal are a, b, c, c, b.
k      : jump rate to EACH of two target carbons, 1/s
step   : 1 for a 1,2-shift, 2 for a 1,3-shift
R2     : transverse relaxation rate without exchange, 1/s
L      : generator of the transverse signal, 1/s
FWHM   : full width at half maximum, Hz
Spectra use frequencies in Hz relative to the zero of the shift scale.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

PROTON_MHZ = 400.0
SHIFTS = np.array([3.5, 6.0, 6.3, 6.3, 6.0])
FREQ = PROTON_MHZ * SHIFTS
MEAN = FREQ.mean()
NATURAL_WIDTH = 1.0
R2 = np.pi * NATURAL_WIDTH
BARRIER, LOW_BARRIER = 0.45, 0.25
ONES = np.ones(5)
GRID = np.arange(1100.0, 2900.0, 0.5)


def rate(temperature, barrier=BARRIER):
    thermal = const.k * temperature
    return thermal / const.h * np.exp(-barrier * const.e / thermal)


def generator(freq, k, step=1):
    jump = np.roll(np.eye(5), step, axis=0)
    exchange = k * (jump + jump.T - 2 * np.eye(5))
    return np.diag(2j * np.pi * freq - R2) + exchange


def spectrum(nu, L, v=ONES):
    nu = np.atleast_1d(nu)
    matrices = 2j * np.pi * nu[:, None, None] * np.eye(len(v)) - L
    solution = np.linalg.solve(matrices, v[None, :, None].astype(complex))
    return np.real(solution[:, :, 0] @ v) / (v @ v)


def maxima(L):
    s = spectrum(GRID, L)
    return int(np.sum((s[1:-1] > s[:-2]) & (s[1:-1] >= s[2:])))


def line(L, centre, span, v=ONES):
    """Position, height and FWHM of the line near centre."""
    f = lambda x: float(spectrum(x, L, v)[0])
    best = minimize_scalar(lambda x: -f(x), method="bounded",
                           bounds=(centre - span / 2, centre + span / 2))
    top, height = best.x, -best.fun
    g = lambda x: f(x) - height / 2
    width = brentq(g, top, top + span) - brentq(g, top - span, top)
    return top, height, width


def fast_width(k, step=1, freq=FREQ):
    """Second-order added FWHM from ring Fourier modes."""
    a, b, c = 2 * np.pi * freq[:3]
    total = 0.0
    for q in range(1, 5):
        angle = 2 * np.pi * q / 5
        w = (a + 2 * b * np.cos(angle) + 2 * c * np.cos(2 * angle)) / 5
        total += w**2 / (2 * k * (1 - np.cos(step * angle)))
    return total / np.pi


# Symmetry: rotation about the metal-carbon bond is not enough for one line.
conformer = PROTON_MHZ * np.array([3.5, 5.9, 6.25, 6.35, 6.1])
swap = np.eye(5)[[0, 4, 3, 2, 1]]
frozen = generator(conformer, 0.0)
n_frozen = maxima(frozen)
n_rotating = maxima(frozen + 1e6 * (swap - np.eye(5)))
n_migrating = maxima(generator(conformer, 1e6))
assert (n_frozen, n_rotating, n_migrating) == (5, 3, 1)

# Random walks of the metal against the matrix equation of motion.
rng = np.random.default_rng(4)
walk_k, walkers, jumps = 2000.0, 100000, 35
dwell = rng.exponential(1 / (2 * walk_k), (walkers, jumps))
starts = np.cumsum(dwell, axis=1) - dwell
moves = rng.choice([-1, 1], (walkers, jumps))
moves[:, 0] = rng.integers(0, 5, walkers)
places = np.cumsum(moves, axis=1) % 5
offset = FREQ - MEAN
walk_error = 0.0
for time in (2e-4, 5e-4, 1e-3):
    assert np.all(starts[:, -1] + dwell[:, -1] > time)
    spent = np.clip(time - starts, 0, dwell)
    phase = 2 * np.pi * np.sum(offset[places] * spent, axis=1)
    sampled = np.mean(np.exp(1j * phase)) * np.exp(-R2 * time)
    solved = ONES @ expm(generator(offset, walk_k) * time) @ ONES / 5
    walk_error = max(walk_error, abs(sampled - solved))
assert walk_error < 0.015  # sampling error is about 0.003

# Slow exchange: areas and selective broadening.
cold = generator(FREQ, rate(180))
fine = np.arange(1100.0, 2900.0, 0.1)
cold_s = spectrum(fine, cold)
areas = np.array([cold_s[fine < 1900].sum(),
                  cold_s[(fine >= 1900) & (fine < 2460)].sum(),
                  cold_s[fine >= 2460].sum()])
areas *= 5 / areas.sum()
assert np.allclose(areas, [1, 2, 2], rtol=0.02)  # finite Lorentzian tails

k200 = rate(200)
slow_widths = {}
for step, leaving in ((1, (2, 2, 1)), (2, (2, 1, 2))):
    L = generator(FREQ, k200, step)
    slow_widths[step] = [line(L, f, 45)[2] for f in FREQ[:3]]
    predicted = NATURAL_WIDTH + np.array(leaving) * k200 / np.pi
    # Neighbouring tails and higher orders in k/frequency gap remain.
    assert np.allclose(slow_widths[step], predicted, rtol=0.03)

# Fast exchange: line position and width from the full spectrum.
k300 = rate(300)
for step in (1, 2):
    top, _, width = line(generator(FREQ, k300, step), MEAN, 100)
    assert abs(top - MEAN) < 0.5
    assert abs(width - NATURAL_WIDTH - fast_width(k300, step)) < 0.01 * width
top300, _, width300 = line(generator(FREQ, k300), MEAN, 100)

temperatures = (180, 200, 220, 240, 260, 300)
counts = [maxima(generator(FREQ, rate(t))) for t in temperatures]
assert counts[0] == 3 and counts[-1] == 1


def last_temperature(barrier, low, high, least):
    found = [t for t in range(low, high + 1)
             if maxima(generator(FREQ, rate(t, barrier))) >= least]
    return max(found)


last_three = last_temperature(BARRIER, 200, 300, 3)
last_several = last_temperature(BARRIER, 200, 300, 2)
low_last_several = last_temperature(LOW_BARRIER, 90, 180, 2)
low180 = generator(FREQ, rate(180, LOW_BARRIER))
assert maxima(low180) == 1
low_width180 = line(low180, MEAN, 100)[2]

# Carbon-13 with proton decoupling: same walk, larger frequency spread.
CARBON_MHZ = 100.0
carbon_shifts = np.array([30.0, 145.0, 125.0, 125.0, 145.0])
carbon = CARBON_MHZ * carbon_shifts
carbon_width = line(generator(carbon, k300), carbon.mean(), 3000)[2]
assert carbon_width > 10 * width300

# Five coupled protons: migration is a cyclic permutation of their spins.
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)


def on_site(operator, site):
    result = np.eye(1)
    for j in range(5):
        result = np.kron(result, operator if j == site else np.eye(2))
    return result


spins = [[on_site(s, j) for s in (sx, sy, sz)] for j in range(5)]
COUPLINGS = {(0, 1): 1, (0, 4): 1, (0, 2): 1, (0, 3): 1, (1, 2): 5,
             (3, 4): 5, (2, 3): 2, (1, 3): 1, (2, 4): 1, (1, 4): 2}
H = sum(2 * np.pi * FREQ[j] * spins[j][2] for j in range(5))
for (i, j), coupling in COUPLINGS.items():
    H = H + 2 * np.pi * coupling * sum(
        spins[i][x] @ spins[j][x] for x in range(3))
bits = (np.arange(32)[:, None] >> np.arange(4, -1, -1)) & 1
ups = 5 - bits.sum(axis=1)
keep = np.flatnonzero((ups[:, None] == ups[None, :] + 1).ravel())
block = np.ix_(keep, keep)
raising = sum(s[0] + 1j * s[1] for s in spins)
signal = np.real(raising.ravel()[keep])
commutator = 1j * (np.kron(H, np.eye(32)) - np.kron(np.eye(32), H.T))[block]


def coupled_generator(k, step=1):
    new = np.roll(bits, step, axis=1) @ (2 ** np.arange(4, -1, -1))
    P = np.zeros((32, 32))
    P[new, np.arange(32)] = 1
    move = np.kron(P, P)[block]
    identity = np.eye(len(keep))
    return commutator - R2 * identity + k * (move + move.T - 2 * identity)


coupled_width300 = line(coupled_generator(k300), MEAN, 100, signal)[2]
assert abs(coupled_width300 / width300 - 1) < 0.01


def coupled_spectrum(nu, L):
    return np.array([spectrum(x, L, signal)[0] for x in nu])


coarse = np.arange(1100.0, 2900.0, 15.0)
plain240 = spectrum(coarse, generator(FREQ, rate(240)))
full240 = coupled_spectrum(coarse, coupled_generator(rate(240)))
difference240 = np.max(abs(full240 - plain240)) / plain240.max()
assert difference240 < 0.05

near_b = np.arange(FREQ[1] - 20, FREQ[1] + 21, 1.0)
near_c = np.arange(FREQ[2] - 20, FREQ[2] + 21, 1.0)
height_ratios = {}
for step in (1, 2):
    L = generator(FREQ, k200, step)
    plain = spectrum(near_c, L).max() / spectrum(near_b, L).max()
    L = coupled_generator(k200, step)
    full = (coupled_spectrum(near_c, L).max()
            / coupled_spectrum(near_b, L).max())
    height_ratios[step] = (plain, full)
assert height_ratios[1][1] > 1 > height_ratios[2][1]

BARRIER_ERROR = 0.02
width_low = NATURAL_WIDTH + fast_width(rate(300, BARRIER - BARRIER_ERROR))
width_high = NATURAL_WIDTH + fast_width(rate(300, BARRIER + BARRIER_ERROR))
BARRIER_WAVENUMBER = 200.0
quantum = const.h * const.c * 100 * BARRIER_WAVENUMBER / (const.k * 200)
wigner = 1 + quantum**2 / 24

print(f"Proton frequency: {PROTON_MHZ:.0f} MHz")
print("Input shifts a, b, c:", *SHIFTS[:3], "ppm")
print(f"Input barriers: {BARRIER:.2f}, {LOW_BARRIER:.2f} eV")
print(f"Natural FWHM: {NATURAL_WIDTH:.1f} Hz")
print("Offsets b-a, c-b:", f"{FREQ[1]-FREQ[0]:.0f}, {FREQ[2]-FREQ[1]:.0f} Hz")
print("Lines frozen / rotating / migrating:", n_frozen, n_rotating, n_migrating)
print(f"Random-walk test rate: {walk_k:.0f} 1/s; walkers: {walkers}")
print(f"Largest random-walk signal error: {walk_error:.4f} (no unit)")
print("Areas a, b, c at 180 K:", np.round(areas, 2), "protons")
for t, count in zip(temperatures, counts):
    print(f"{t} K: k = {rate(t):.3g} 1/s; maxima = {count}")
print(f"Highest whole T with three maxima: {last_three} K")
print(f"Highest whole T with more than one maximum: {last_several} K")
for step, name in ((1, "1,2"), (2, "1,3")):
    print(f"{name}-shift FWHM a, b, c at 200 K:",
          np.round(slow_widths[step], 2), "Hz")
    print(f"{name}-shift height c/b at 200 K, without / with J:",
          f"{height_ratios[step][0]:.2f} / {height_ratios[step][1]:.2f}")
print(f"Averaged line position at 300 K: {top300/PROTON_MHZ:.3f} ppm")
print(f"Added FWHM at 300 K, formula: {fast_width(k300):.2f} Hz")
print(f"Total FWHM at 300 K, spectrum: {width300:.2f} Hz")
print(f"Total FWHM at 300 K with J: {coupled_width300:.2f} Hz")
print(f"J effect at 240 K / highest signal: {100*difference240:.2f} %")
print("Largest input J:", max(COUPLINGS.values()), "Hz")
print(f"Low barrier, k at 180 K: {rate(180, LOW_BARRIER):.3g} 1/s")
print(f"Low barrier, total FWHM at 180 K: {low_width180:.2f} Hz")
print(f"Low barrier, added FWHM at 300 K: "
      f"{fast_width(rate(300, LOW_BARRIER)):.4f} Hz")
print(f"Low barrier, highest whole T with several maxima: "
      f"{low_last_several} K")
print("Carbon-13 input shifts a, b, c:", *carbon_shifts[:3], "ppm")
print(f"Carbon-13 frequency: {CARBON_MHZ:.0f} MHz")
print(f"Carbon-13 mean shift: {carbon_shifts.mean():.1f} ppm")
print(f"Carbon-13 FWHM at 300 K: {carbon_width:.0f} Hz")
print(f"Barrier error considered: {BARRIER_ERROR:.2f} eV")
print(f"Proton FWHM at 300 K, barrier lower / higher: "
      f"{width_low:.2f} / {width_high:.2f} Hz")
print(f"Input barrier wavenumber: {BARRIER_WAVENUMBER:.0f} cm^-1")
print(f"Wigner tunnelling factor at 200 K: {wigner:.3f} (no unit)")
print("checks complete")
```

Printed output:

```
Proton frequency: 400 MHz
Input shifts a, b, c: 3.5 6.0 6.3 ppm
Input barriers: 0.45, 0.25 eV
Natural FWHM: 1.0 Hz
Offsets b-a, c-b: 1000, 120 Hz
Lines frozen / rotating / migrating: 5 3 1
Random-walk test rate: 2000 1/s; walkers: 100000
Largest random-walk signal error: 0.0011 (no unit)
Areas a, b, c at 180 K: [1. 2. 2.] protons
180 K: k = 0.943 1/s; maxima = 3
200 K: k = 19.1 1/s; maxima = 3
220 K: k = 225 1/s; maxima = 2
240 K: k = 1.78e+03 1/s; maxima = 1
260 K: k = 1.03e+04 1/s; maxima = 1
300 K: k = 1.72e+05 1/s; maxima = 1
Highest whole T with three maxima: 217 K
Highest whole T with more than one maximum: 234 K
1,2-shift FWHM a, b, c at 200 K: [13.14 13.21  7.09] Hz
1,2-shift height c/b at 200 K, without / with J: 1.86 / 1.62
1,3-shift FWHM a, b, c at 200 K: [13.14  7.09 13.21] Hz
1,3-shift height c/b at 200 K, without / with J: 0.54 / 0.63
Averaged line position at 300 K: 5.620 ppm
Added FWHM at 300 K, formula: 7.40 Hz
Total FWHM at 300 K, spectrum: 8.40 Hz
Total FWHM at 300 K with J: 8.40 Hz
J effect at 240 K / highest signal: 0.00 %
Largest input J: 5 Hz
Low barrier, k at 180 K: 3.75e+05 1/s
Low barrier, total FWHM at 180 K: 4.40 Hz
Low barrier, added FWHM at 300 K: 0.0032 Hz
Low barrier, highest whole T with several maxima: 133 K
Carbon-13 input shifts a, b, c: 30.0 145.0 125.0 ppm
Carbon-13 frequency: 100 MHz
Carbon-13 mean shift: 114.0 ppm
Carbon-13 FWHM at 300 K: 547 Hz
Barrier error considered: 0.02 eV
Proton FWHM at 300 K, barrier lower / higher: 4.42 / 17.05 Hz
Input barrier wavenumber: 200 cm^-1
Wigner tunnelling factor at 200 K: 1.086 (no unit)
checks complete
```
